# Why a Neutral Frozen Polaron Cell Needs a Finite-Size Correction

A polaron of charge $q$ is relaxed in a cubic supercell of edge $L$. The charge is then taken out while the ions stay where they are. The cell is now neutral, yet its energy still converges only as $1/L$, because the displaced ions carry a localized charge

$$q_{\rm pol}=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)$$

and the cell is neutral only because a uniform background compensates this charge. Here $\varepsilon_\infty$ is the dielectric constant of the electrons alone and $\varepsilon_0$ the static one, of electrons and ions together. The energy of the neutral frozen cell must be corrected by

$$E_{\rm inf}-E_{\rm cell}=\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)+O(L^{-3}),\qquad \alpha=2.8373 .$$

Both statements follow from a model that can be solved completely: a localized charge in a linear, isotropic dielectric continuum. Gaussian units are used in the derivation, and $q=+1$ (in units of $e$) is a hole polaron.

## The charge left in the lattice

The medium responds in two ways. The electrons follow any field at once and give $\varepsilon_\infty$. The ions move and produce a polarization $\mathbf P$, defined as the polarization caused by their displacement at zero macroscopic field. It therefore contains the electronic response to the displacement, as a Born effective charge does. With this definition

$$\mathbf D=\varepsilon_\infty\mathbf E+4\pi\mathbf P .$$

When the ions are relaxed, $\mathbf D=\varepsilon_0\mathbf E$, so

$$\mathbf P=\chi\mathbf E,\qquad \chi=\frac{\varepsilon_0-\varepsilon_\infty}{4\pi}.$$

Let $\rho$ be the polaron's charge density. Since $\nabla\cdot\mathbf D=4\pi\rho$, we have $\nabla\cdot\mathbf E=4\pi\rho/\varepsilon_0$, and the bound charge of the ionic polarization is

$$n=-\nabla\cdot\mathbf P=-\chi\,\frac{4\pi\rho}{\varepsilon_0}=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\rho .$$

Its integral over the polaron is $q_{\rm pol}$. The electrons still screen this charge. While the polaron is present, the distant potential is $(q+q_{\rm pol})/(\varepsilon_\infty r)=q/(\varepsilon_0 r)$, as it must be. After the polaron is removed it is $q_{\rm pol}/(\varepsilon_\infty r)$: a long-range Coulomb potential in a crystal to which no charge has been added.

## Where the neutrality comes from

In an infinite crystal the charge that compensates $q_{\rm pol}$ has moved to infinity. A periodic cell has no such place. The polarization is periodic, so the integral of its divergence over the cell vanishes. The charged cell in which the ions relaxed had a uniform background $-q/L^3$, and the ions responded to that as well:

$$n(\mathbf r)=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\left[\rho(\mathbf r)-\frac q{L^3}\right].$$

This is a lump of charge $q_{\rm pol}$ and a background $-q_{\rm pol}/L^3$. Removing the polaron also removes the artificial background of the charged calculation, but the ions keep their record of both.

The background can be seen in the displacements. Let $\Pi(x)$ be $P_x$ integrated over a plane of the cell at distance $x$ from the polaron, outside the lump. There $d\Pi/dx=q_{\rm pol}/L$, and $\Pi(L/2)=0$ by symmetry. Hence

$$\Pi(x)=-\frac{q_{\rm pol}}2\left(1-\frac{2x}L\right),\qquad 0<x<L.$$

In the infinite crystal $\Pi=-q_{\rm pol}/2$ at every distance. The linear fall to zero at the cell boundary is the effect of the background.

A contrasting case shows that the long-range displacements are what matters. Suppose that the ions within some fixed radius were displaced by hand and all others left on their bulk sites. A surface outside that region is crossed by no ionic polarization, so the enclosed ionic charge is zero and there is no monopole. A symmetric distortion of this kind gives no $1/L$ term. The correction derived here belongs to ions that have relaxed throughout the charged cell.

## The energy, one wavevector at a time

Write $\rho_{\mathbf k}$ and $n_{\mathbf k}$ for the Fourier integrals of the densities over the cell, of volume $V=L^3$. Two energies compete. The first is the electrostatic energy of the source $\rho+n$ in the medium $\varepsilon_\infty$. Its potential is $4\pi(\rho_{\mathbf k}+n_{\mathbf k})/(\varepsilon_\infty k^2)$, and the energy of a linear dielectric is half of source times potential. The second is the elastic cost $|\mathbf P|^2/(2\chi)$ per volume, whose coefficient is fixed by the requirement that relaxed ions obey $\mathbf P=\chi\mathbf E$. For polarization along $\mathbf k$, $|\mathbf P_{\mathbf k}|^2=|n_{\mathbf k}|^2/k^2$. With $\Delta=\varepsilon_0-\varepsilon_\infty$,

$$E=\frac1V\sum_{\mathbf k\neq0}\frac{2\pi}{k^2}\left[\frac{|\rho_{\mathbf k}+n_{\mathbf k}|^2}{\varepsilon_\infty}+\frac{|n_{\mathbf k}|^2}{\Delta}\right].$$

The term $\mathbf k=0$ is absent because the cell with its background is neutral. Minimizing over $n_{\mathbf k}$ gives

$$\frac{\rho_{\mathbf k}+n_{\mathbf k}}{\varepsilon_\infty}+\frac{n_{\mathbf k}}{\Delta}=0 .$$

Because $1/\varepsilon_\infty+1/\Delta=\varepsilon_0/(\varepsilon_\infty\Delta)$, the solution is $n_{\mathbf k}=-(\Delta/\varepsilon_0)\rho_{\mathbf k}$, the result found above. Then $\rho_{\mathbf k}+n_{\mathbf k}=(\varepsilon_\infty/\varepsilon_0)\rho_{\mathbf k}$, and the bracket for the relaxed charged cell becomes

$$|\rho_{\mathbf k}|^2\left[\frac{\varepsilon_\infty}{\varepsilon_0^2}+\frac{\Delta}{\varepsilon_0^2}\right]=\frac{|\rho_{\mathbf k}|^2}{\varepsilon_0}.$$

Now remove the polaron: set $\rho_{\mathbf k}=0$ in the energy but keep $n_{\mathbf k}$. The bracket is

$$|\rho_{\mathbf k}|^2\left[\frac{\Delta^2}{\varepsilon_0^2\varepsilon_\infty}+\frac{\Delta}{\varepsilon_0^2}\right]
=|\rho_{\mathbf k}|^2\,\frac{\Delta(\Delta+\varepsilon_\infty)}{\varepsilon_0^2\varepsilon_\infty}
=|\rho_{\mathbf k}|^2\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),$$

since $\Delta+\varepsilon_\infty=\varepsilon_0$. The first term is the electrostatic energy of the frozen ionic charge, proportional to $q_{\rm pol}^2/\varepsilon_\infty$. The second is elastic energy. It depends on $L$ too, because the periodic cell cuts off the long-range displacements. The electrostatic part is a fraction $1-\varepsilon_\infty/\varepsilon_0$ of the whole, so a correction for the charge $q_{\rm pol}$ alone is too small.

## From the sum to $1/L$

Every case now has the same form: a constant times $2\pi|\rho_{\mathbf k}|^2/k^2$, summed over the wavevectors of the cell or integrated for the infinite crystal. Take a Gaussian polaron of width $\sigma$, with $\rho_{\mathbf k}=q\,e^{-k^2\sigma^2/2}$, and define the difference for unit charge

$$S(\sigma)=\frac{2\pi}V\sum_{\mathbf k\ne0}\frac{e^{-k^2\sigma^2}}{k^2}-\frac1{4\pi^2}\int d^3k\,\frac{e^{-k^2\sigma^2}}{k^2}.$$

Its derivative with respect to $\sigma^2$ loses the factor $1/k^2$:

$$\frac{dS}{d\sigma^2}=-\frac{2\pi}V\sum_{\mathbf k\neq0}e^{-k^2\sigma^2}+\frac1{4\pi^2}\int d^3k\,e^{-k^2\sigma^2}.$$

By Poisson summation, the sum including $\mathbf k=0$ cancels the integral up to terms of order $e^{-L^2/4\sigma^2}$. What remains is the missing $\mathbf k=0$ term, $+2\pi/V$. Therefore

$$S(\sigma)=-\frac{\alpha}{2L}+\frac{2\pi\sigma^2}{L^3},$$

apart from those exponentially small terms. The value at $\sigma=0$ must scale as $1/L$, since no other length is present. This defines $\alpha$, and an Ewald sum for the simple cubic array gives 2.8373. The sign is negative because, in a cubic cell, the attraction between the charges and the background of opposite sign outweighs the repulsion among the charges and within the background. In a strongly elongated cell the sign can reverse. The cell energy is thus too low, and the correction is $-q^2S$ times the dielectric factor:

$$E_{\rm inf}-E_{\rm cell}=q^2\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\left[\frac{\alpha}{2L}-\frac{2\pi\sigma^2}{L^3}\right].$$

For the relaxed charged cell the factor is $1/\varepsilon_0$ instead. The vertical energy $E(0)-E(q)$ at fixed ions needs the difference of the two corrections, to leading order

$$\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac2{\varepsilon_0}\right).$$

It vanishes at $\varepsilon_0=2\varepsilon_\infty$, where two nonzero errors cancel. If $\varepsilon_0=\varepsilon_\infty$, the ions carry no polarization and the neutral cell needs no correction. If $\varepsilon_0\gg\varepsilon_\infty$, then $q_{\rm pol}\to-q$, the elastic share vanishes, and the neutral cell needs the correction $\alpha q^2/(2\varepsilon_\infty L)$, that of a full charge screened by electrons alone.

The polaron's one-electron level in the neutral cell is shifted as well. This level is empty after an electron polaron is removed, and filled after a hole polaron is removed, because taking out the hole puts an electron back. The potential at the polaron site comes from $q_{\rm pol}$ screened by $\varepsilon_\infty$. A potential is twice the energy per charge, so its error is $2Sq_{\rm pol}/\varepsilon_\infty=-\alpha q_{\rm pol}/(\varepsilon_\infty L)$ to leading order. An electron has charge $-1$, so its level must be corrected by

$$\delta\epsilon=-\frac{\alpha q_{\rm pol}}{\varepsilon_\infty L}.$$

This is upward for a hole polaron. It refers to a level measured from the band edge of the bulk crystal with zero average potential.

## A crystal made of dipoles

The continuum has no atoms. A simple cubic crystal of lattice constant $a$ restores them: each site carries an electronic dipole of polarizability $a_{\rm el}$ and an ionic one of polarizability $a_{\rm ion}$, and all sites interact through point-dipole fields. Take $a_{\rm el}=0.08\,a^3$ and $a_{\rm ion}=0.07\,a^3$, with a unit charge at a cube centre.

For a uniform polarization $P$, the local field in this lattice is $E+4\pi P/3$. With $a=1$, total polarizability $A$ gives $P=A(E+4\pi P/3)$, hence

$$\varepsilon=1+\frac{4\pi A}{1-4\pi A/3}.$$

For $A=0.08$ this is $\varepsilon_\infty=2.512$, and for $A=0.15$ it is $\varepsilon_0=6.071$. The predicted charge is $q_{\rm pol}=-(1-2.512/6.071)=-0.586$.

The bare ionic dipoles do not carry this charge. If a uniform ionic dipole $p$ is held fixed at $E=0$, the electrons add to it: $P=p+a_{\rm el}(4\pi/3)P$, so $P=p/(1-4\pi a_{\rm el}/3)=1.504\,p$. Solving the coupled dipole equations at a very small wavevector gives a bare ionic charge of $-0.390$, and $1.504\times(-0.390)=-0.586$. The factor is the ratio of the Born charge to the bare ionic charge; its excess over 1 comes from the electrons.

The same equations can be solved for whole supercells, with the dipole fields found by Ewald summation. The neutral frozen energies of seven cells with $L$ from $20a$ to $64a$ were fitted by a constant and the powers $L^{-1}$, $L^{-3}$, $L^{-5}$ and $L^{-7}$. The fitted coefficient of $1/L$ is $-0.3311\,e^2$. The continuum formula gives $-(2.8373/2)(0.2334)=-0.3311\,e^2$.

A small cell shows what the correction achieves. The table gives the error of the neutral energy at $L=8a$ relative to the fitted limit, in $e^2/a$. The second crystal has $a_{\rm el}=0.10\,a^3$ and $a_{\rm ion}=0.03\,a^3$, hence $\varepsilon_\infty=3.162$, $\varepsilon_0=4.587$ and $q_{\rm pol}=-0.311$.

| Crystal | uncorrected | $q_{\rm pol}$ term alone | full correction |
|---|---|---|---|
| first | $-0.0425$ | $-0.0182$ | $-0.0011$ |
| second | $-0.0179$ | $-0.0125$ | $-0.0005$ |

The $q_{\rm pol}$ term alone removes 57% of the uncorrected error in the first crystal but only 30% in the second, where the electrostatic fraction $1-\varepsilon_\infty/\varepsilon_0$ is smaller.

## A hole polaron in an oxide

Take $\varepsilon_\infty=3.6$, $\varepsilon_0=10$, $\sigma=0.10$ nm and $L=1.2$ nm. The dielectric constants are round values in the rough regime of gallium oxide; the width is a model choice. In practical units $e^2$ becomes 1.440 eV nm.

The frozen ionic charge is $-(1-0.36)=-0.64\,e$, and its background is $0.64/1.2^3=0.37\,e/{\rm nm}^3$. The unscreened Madelung energy is

$$\frac{\alpha e^2}{2L}=\frac{2.8373\times1.440}{2.4}=1.702\ {\rm eV}.$$

The corrections to leading order are:

- neutral frozen cell: $1.702\,(1/3.6-1/10)=0.303$ eV, of which 0.194 eV is electrostatic and 0.109 eV elastic;
- relaxed charged cell: $1.702/10=0.170$ eV;
- vertical energy $E(0)-E(q)$: $0.303-0.170=0.132$ eV, from unrounded values;
- polaron level in the neutral cell, filled once the hole is removed: $2.8373\times1.440\times0.64/(3.6\times1.2)=0.605$ eV, upward.

With these constants the neutral cell has the larger error of the two; to leading order this holds whenever $\varepsilon_0>2\varepsilon_\infty$, and the order reverses below that ratio. Its frozen ionic charge is smaller than $q$, but it is screened by the electrons alone. With the material held fixed, the neutral correction falls from 0.40 eV at $L=0.9$ nm to 0.15 eV at 2.4 nm. An uncorrected error of 0.05 eV would need $L=7.3$ nm, or about 36,000 atoms at a rough density of 95 atoms per nm$^3$.

Several neglected effects can be sized for these numbers. The finite width enters through the $L^{-3}$ term and lowers the neutral correction by 0.009 eV. Anisotropy was examined by multiplying both dielectric constants by 0.95, 0.95 and 1.10 along the three axes, which keeps their mean, and repeating the sum and integral over $\mathbf k$. The correction changes by 0.0002 eV.

Linearity is judged by the ionic displacement. In the infinite crystal the field of a point charge, $e/(\varepsilon_0r^2)$, is 4.0 MV/cm at $r=0.6$ nm, and the ionic polarization there is 2.3 μC/cm². Divided among 38 cations per nm$^3$ with Born charge $3e$, both rough values, this is a shift of 0.0012 nm. At 0.2 nm a point charge would give 36 MV/cm and a shift of 0.011 nm, and the Gaussian polaron gives about a quarter less. Either shift is several per cent of a metal–oxygen bond of roughly 0.2 nm. Linear response is thus reasonable in the outer region that produces the $1/L$ term. Close to the polaron the continuum is a crude description, but errors confined to that region do not change the $1/L$ coefficient. They enter at order $L^{-3}$, like the width, and in a cell as small as 1.2 nm a strongly nonlinear core can shift the correction by more than the width term does.

Temperature spreads the vertical energy of individual snapshots. In the infinite crystal the frozen lattice energy is

$$\lambda=\frac{e^2}{2\sqrt\pi\,\sigma}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)=0.72\ {\rm eV}.$$

Represent the lattice by one oscillator of quantum $\hbar\omega$ and dimensionless coordinate $x$, and let the vertical energy vary as $cx$. The polaron then shifts the oscillator by $c/\hbar\omega$, which stores $\lambda=c^2/(2\hbar\omega)$. The thermal mean of $x^2$ is $\tfrac12\coth(\hbar\omega/2k_BT)$, so the variance is $\lambda\hbar\omega\coth(\hbar\omega/2k_BT)$. For a rough $\hbar\omega=0.06$ eV at 300 K the standard deviation is 0.23 eV in the infinite crystal. In the 1.2 nm cell $\lambda$ is only 0.43 eV, and snapshots of that cell spread by 0.18 eV. In this linear model the fluctuations broaden the vertical energy and leave its mean, and hence the correction, unchanged.

An amorphous film has no single, uniform dielectric constant: density and composition vary, and so does the ionic response. If $\varepsilon_0$ were 12 rather than 10, with $\varepsilon_\infty$ and $L$ fixed, the neutral correction would be $1.702\,(1/3.6-1/12)=0.331$ eV, 9% more. The dielectric constants should therefore be those of the simulated structure, computed with the same method as the polaron. The periodic cell also implies a dense array of polarons: one polaron per $(1.2\ {\rm nm})^3$ is a density of $5.8\times10^{20}$ cm$^{-3}$. To leading order in $1/L$, the correction removes the interaction within this artificial array and gives the energy for an isolated polaron.

The formula presupposes a polaron well inside the cell, ions relaxed in the same charged cell, and a linear insulating response. If the hole spreads over a length comparable with $L$, the expansion in $\sigma/L$ fails. If its shape changes with cell size, an additional size dependence appears that no dielectric correction contains.
